# Half-Order Beta-Hydride Elimination from a Dimeric Aluminium Alkyl: verification in Python

```python
# Result under test: an aluminium trialkyl is present as dimer D and monomer M,
# D <=> 2 M with K = [M]^2/[D]; only M eliminates alkene (rate constant k1).
# With fast exchange the forward rate is r = k1*sqrt(K*[D]): half order in D,
# with apparent activation energy Ea + dH/2 at fixed [D].
# At fixed total aluminium c = [M] + 2[D], with alpha = [M]/c:
# order = 1/(2-alpha), E_app = Ea + dH*(1-alpha)/(2-alpha).
# Ea, A: Arrhenius parameters of k1; dH, dS: dissociation enthalpy and entropy
# per mole of dimer; ka, kd: association and dissociation rate constants.
# Internal units: J/mol, mol/L, s, K.
import numpy as np
from scipy.constants import R, h, c as light_speed, k as boltzmann, e, N_A
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

# Rough typical values for triethylaluminium in an inert hydrocarbon
Ea, A = 120e3, 1e12
dH, dS = 70e3, 130.0
ka = 1e6              # deliberately low, so exchange is not flattered
T0, c0 = 380.0, 1.0


def k_elim(T):
    return A * np.exp(-Ea / (R * T))


def K_diss(T, enthalpy=dH, entropy=dS):
    return np.exp(-enthalpy / (R * T) + entropy / R)


def monomer(c, K):
    return K / 4 * (np.sqrt(1 + 8 * c / K) - 1)


def network(c, T, t_end=1e-2):
    """Integrate the closed network from pure dimer; return rate and [D]."""
    k1, kd = k_elim(T), ka * K_diss(T)

    def rhs(t, y):
        m, d = y
        net = kd * d - ka * m * m
        return [2 * net - k1 * m, -net]

    s = solve_ivp(rhs, (0, t_end), [0.0, c / 2], method="LSODA",
                  rtol=1e-10, atol=1e-14)
    assert s.success
    return k1 * s.y[0, -1], s.y[1, -1]


def held_dimer(d, k_on, k_off, k1, t_end):
    """Monomer concentration reached when [D] is held at the value d."""
    s = solve_ivp(lambda t, y: [2 * k_off * d - 2 * k_on * y[0]**2 - k1 * y[0]],
                  (0, t_end), [0.0], method="LSODA", rtol=1e-10, atol=1e-14)
    assert s.success
    return s.y[0, -1]


def energy_from_rates(r_low, r_high, T_low, T_high):
    return -R * np.log(r_high / r_low) / (1 / T_high - 1 / T_low)


# Test 1: main law at fixed dimer concentration, from integrated kinetics
def held_rate(d, T):
    return k_elim(T) * held_dimer(d, ka, ka * K_diss(T), k_elim(T), 1e-2)


d_test = 0.5
order_held = np.log(held_rate(1.1 * d_test, T0) / held_rate(d_test / 1.1, T0)) \
    / np.log(1.1**2)
E_held = energy_from_rates(held_rate(d_test, T0 - 1), held_rate(d_test, T0 + 1),
                           T0 - 1, T0 + 1)
A_app = A * np.exp(dS / (2 * R))
rate_law = A_app * np.exp(-(Ea + dH / 2) / (R * T0)) * np.sqrt(d_test)
assert abs(order_held - 0.5) < 1e-5
assert abs(E_held - (Ea + dH / 2)) < 5.0
assert abs(held_rate(d_test, T0) / rate_law - 1) < 1e-6

# Test 2: closed network at fixed total aluminium, dimer-rich and dissociated
simulated = {}
for c in (c0, 0.01):
    alpha = monomer(c, K_diss(T0)) / c
    r_mid, _ = network(c, T0)
    (r_a, d_a), (r_b, d_b) = network(c / 1.02, T0), network(c * 1.02, T0)
    order_c = np.log(r_b / r_a) / np.log(1.02**2)
    order_d = np.log(r_b / r_a) / np.log(d_b / d_a)
    E_c = energy_from_rates(network(c, T0 - 1)[0], network(c, T0 + 1)[0],
                            T0 - 1, T0 + 1)
    assert abs(r_mid / (k_elim(T0) * alpha * c) - 1) < 1e-6
    assert abs(order_c - 1 / (2 - alpha)) < 1e-4
    assert abs(order_d - 0.5) < 1e-5
    assert abs(E_c - (Ea + dH * (1 - alpha) / (2 - alpha))) < 20.0
    simulated[c] = (order_c, order_d, E_c)

# Test 3: steady-state root with competing exchange, and slow-exchange limit
k_on, k_off = 1.0, 0.01
for k1_test in (0.004, 0.4, 40.0):
    q = k1_test / (4 * k_on)
    root = np.sqrt(k_off / k_on + q * q) - q
    assert abs(held_dimer(1.0, k_on, k_off, k1_test, 200.0) / root - 1) < 1e-6
slow = [40.0 * held_dimer(d, k_on, k_off, 40.0, 200.0) for d in (1.0, 2.0)]
slow_order = np.log(slow[1] / slow[0]) / np.log(2)
assert abs(slow[0] / (2 * k_off) - 1) < 1e-3
assert abs(slow_order - 1) < 1e-3


# Test 4: van 't Hoff step in a model gas, from explicit sums over levels
def internal(spacings, T):
    """Log partition function and mean energy of independent oscillators."""
    log_z, mean = 0.0, 0.0
    for w in spacings:
        levels = w * np.arange(500)
        weights = np.exp(-levels / (R * T))
        log_z += np.log(weights.sum())
        mean += (levels * weights).sum() / weights.sum()
    return log_z, mean


mono_modes, dimer_modes, binding = [3e3], [1e3, 2e3, 4e3], 70e3


def log_Kc(T):
    return (2 * (1.5 * np.log(T) + internal(mono_modes, T)[0])
            - (1.5 * np.log(T) + internal(dimer_modes, T)[0])
            - binding / (R * T))


H_mono = 2.5 * R * T0 + internal(mono_modes, T0)[1]
H_dimer = 2.5 * R * T0 + internal(dimer_modes, T0)[1] - binding
dH_gas = 2 * H_mono - H_dimer
step = 0.05
half_c = 0.5 * R * T0**2 * (log_Kc(T0 + step) - log_Kc(T0 - step)) / (2 * step)
half_p = half_c + 0.5 * R * T0**2 * np.log((T0 + step) / (T0 - step)) / (2 * step)
assert abs(half_c - (dH_gas - R * T0) / 2) < 0.1
assert abs(half_p - dH_gas / 2) < 0.1

# Worked example
K0, k10 = K_diss(T0), k_elim(T0)
m0 = monomer(c0, K0)
d0 = (c0 - m0) / 2
T_fit = np.linspace(360, 400, 9)
log_r = np.log([k_elim(T) * monomer(c0, K_diss(T)) for T in T_fit])
E_fit = -R * np.polyfit(1 / T_fit, log_r, 1)[0]

# Sizes of neglected effects (rough assumed parameters)
exchange_error = k10 / (4 * ka * np.sqrt(K0 * d0))
expansivity, dCp, wavenumber = 1e-3, 30.0, 1000.0
E_expansion = -R * T0**2 * expansivity / 2
E_heat_capacity = dCp * 20.0 / 2


def wigner(T):
    return 1 + (h * light_speed * 100 * wavenumber / (boltzmann * T))**2 / 24


E_tunnel = R * T0**2 * np.log(wigner(T0 + 0.1) / wigner(T0 - 0.1)) / 0.2
dimer_barrier = Ea + R * T0 * np.log(100 * d0 / m0)

x = 1e-3                               # conversion
H_elim, H_mixed = 90e3, 85e3           # entropies taken equal to dS
K_elim_eq = K_diss(T0, H_elim)         # [R2AlH][alkene]/[M]
K_mixed = K_diss(T0, H_mixed)          # [M][R2AlH]/[mixed dimer]


def free_hydride(m):
    return x * c0 / (1 + m / K_mixed)


m_x = brentq(lambda m: m + 2 * m * m / K0 + m * free_hydride(m) / K_mixed
             - c0 * (1 - x), 1e-12, c0, xtol=1e-15)
m_plain = monomer(c0 * (1 - x), K0)
capture_change = m_x / m_plain - 1
reverse_free = (x * c0)**2 / (K_elim_eq * m_plain)
reverse_bound = free_hydride(m_x) * x * c0 / (K_elim_eq * m_x)
ethylene_free = 0.01 * K_elim_eq * m_plain / (x * c0)

kJ = 1e-3
to_eV = 1 / (N_A * e)
print(f"Input Ea = {Ea*kJ:.1f} kJ/mol, A = {A:.1e} 1/s")
print(f"Input dH = {dH*kJ:.1f} kJ/mol, dS = {dS:.1f} J/(mol K)")
print(f"Input T = {T0:.0f} K, total Al = {c0:.2f} mol/L, ka = {ka:.1e} L/(mol s)")
print(f"RT = {R*T0*kJ:.3f} kJ/mol")
print(f"K = {K0:.3e} mol/L")
print(f"k1 = {k10:.3e} 1/s")
print(f"Monomer = {m0:.5f} mol/L, dimer = {d0:.5f} mol/L")
print(f"Monomer fraction alpha = {100*m0/c0:.2f} %")
print(f"Forward rate = {k10*m0:.3e} mol/(L s)")
print(f"Time to 0.1 % conversion at this rate = {x*c0/(k10*m0):.0f} s")
print(f"E_app, fixed dimer: formula = {(Ea+dH/2)*kJ:.2f} kJ/mol"
      f" = {(Ea+dH/2)*to_eV:.3f} eV")
print(f"E_app, fixed dimer: integrated kinetics = {E_held*kJ:.3f} kJ/mol")
print(f"Order in dimer: integrated kinetics = {order_held:.5f}")
print(f"Apparent prefactor A*exp(dS/2R) = {A_app:.3e} 1/s")
print("Dilution series at fixed total Al (formulas):")
for c in (10.0, 1.0, 0.1, 0.01, 0.001):
    a = monomer(c, K0) / c
    print(f" c = {c:g} mol/L: alpha = {a:.4f}, order = {1/(2-a):.4f},"
          f" E_app = {(Ea+dH*(1-a)/(2-a))*kJ:.2f} kJ/mol")
for c, (oc, od, ec) in simulated.items():
    print(f"Network, c = {c:g} mol/L: order in c = {oc:.4f},"
          f" in dimer = {od:.5f}, E_app = {ec*kJ:.2f} kJ/mol")
print(f"Arrhenius fit 360-400 K, c = 1 mol/L: {E_fit*kJ:.2f} kJ/mol")
print(f"Slow-exchange test: order in dimer = {slow_order:.5f}")
print(f"Model gas: dH/2 = {dH_gas/2*kJ:.3f} kJ/mol")
print(f"Model gas: half slope of ln Kc = {half_c*kJ:.3f} kJ/mol")
print(f"Model gas: half slope of ln Kp = {half_p*kJ:.3f} kJ/mol")
print(f"Gas correction RT/2 = {R*T0/2*kJ:.3f} kJ/mol")
print("Neglected effects (rough assumed parameters):")
print(f" Finite exchange, relative rate error = {exchange_error:.1e}")
print(f" Expansivity {expansivity:.0e} 1/K: E shift = {E_expansion*kJ:.2f} kJ/mol")
print(f" dCp {dCp:.0f} J/(mol K), 20 K off: E shift = {E_heat_capacity*kJ:.2f} kJ/mol")
print(f" Wigner factor at {wavenumber:.0f} 1/cm = {wigner(T0):.2f},"
      f" E shift = {E_tunnel*kJ:.2f} kJ/mol")
print(f" Dimer barrier for 1 % of monomer rate (same A) = {dimer_barrier*kJ:.1f} kJ/mol")
print(f" Assumed enthalpies: elimination {H_elim*kJ:.0f},"
      f" mixed dimer {H_mixed*kJ:.0f} kJ/mol")
print(f" K elimination = {K_elim_eq:.2e} mol/L, K mixed dimer = {K_mixed:.2e} mol/L")
print(f" At {100*x:.1f} % conversion, ethylene retained:")
print(f"  rate change by hydride capture = {100*capture_change:.3f} %")
print(f"  reverse/forward, hydride all free = {reverse_free:.2f}")
print(f"  reverse/forward, hydride in mixed dimers = {reverse_bound:.2e}")
print(f"  ethylene for 1 % reverse, hydride free = {ethylene_free:.2e} mol/L")
print("success")
```

Output:

```
Input Ea = 120.0 kJ/mol, A = 1.0e+12 1/s
Input dH = 70.0 kJ/mol, dS = 130.0 J/(mol K)
Input T = 380 K, total Al = 1.00 mol/L, ka = 1.0e+06 L/(mol s)
RT = 3.159 kJ/mol
K = 1.474e-03 mol/L
k1 = 3.200e-05 1/s
Monomer = 0.02678 mol/L, dimer = 0.48661 mol/L
Monomer fraction alpha = 2.68 %
Forward rate = 8.570e-07 mol/(L s)
Time to 0.1 % conversion at this rate = 1167 s
E_app, fixed dimer: formula = 155.00 kJ/mol = 1.606 eV
E_app, fixed dimer: integrated kinetics = 155.000 kJ/mol
Order in dimer: integrated kinetics = 0.50000
Apparent prefactor A*exp(dS/2R) = 2.484e+15 1/s
Dilution series at fixed total Al (formulas):
 c = 10 mol/L: alpha = 0.0085, order = 0.5021, E_app = 154.85 kJ/mol
 c = 1 mol/L: alpha = 0.0268, order = 0.5068, E_app = 154.53 kJ/mol
 c = 0.1 mol/L: alpha = 0.0822, order = 0.5214, E_app = 153.50 kJ/mol
 c = 0.01 mol/L: alpha = 0.2371, order = 0.5672, E_app = 150.29 kJ/mol
 c = 0.001 mol/L: alpha = 0.5657, order = 0.6972, E_app = 141.20 kJ/mol
Network, c = 1 mol/L: order in c = 0.5068, in dimer = 0.50000, E_app = 154.52 kJ/mol
Network, c = 0.01 mol/L: order in c = 0.5672, in dimer = 0.50000, E_app = 150.29 kJ/mol
Arrhenius fit 360-400 K, c = 1 mol/L: 154.52 kJ/mol
Slow-exchange test: order in dimer = 0.99996
Model gas: dH/2 = 37.582 kJ/mol
Model gas: half slope of ln Kc = 36.003 kJ/mol
Model gas: half slope of ln Kp = 37.582 kJ/mol
Gas correction RT/2 = 1.580 kJ/mol
Neglected effects (rough assumed parameters):
 Finite exchange, relative rate error = 3.0e-10
 Expansivity 1e-03 1/K: E shift = -0.60 kJ/mol
 dCp 30 J/(mol K), 20 K off: E shift = 0.30 kJ/mol
 Wigner factor at 1000 1/cm = 1.60, E shift = -2.36 kJ/mol
 Dimer barrier for 1 % of monomer rate (same A) = 143.7 kJ/mol
 Assumed enthalpies: elimination 90, mixed dimer 85 kJ/mol
 K elimination = 2.63e-06 mol/L, K mixed dimer = 1.28e-05 mol/L
 At 0.1 % conversion, ethylene retained:
  rate change by hydride capture = -0.051 %
  reverse/forward, hydride all free = 14.23
  reverse/forward, hydride in mixed dimers = 6.80e-03
  ethylene for 1 % reverse, hydride free = 7.03e-07 mol/L
success
```
